# Oscillator strengths of radio recombination lines and the H109α frequency

A radio recombination line is emitted when a highly excited hydrogen atom drops from level $n'=n+s$ to level $n$, with $s\ll n$. The name H$n\alpha$ denotes $s=1$, and the number is that of the lower level. This problem finds the oscillator strength of such lines, including its first correction in $1/n$, and the frequency of H109α.

The atom is nonrelativistic, with a point nucleus and no external field. Units are Hartree atomic units with the reduced mass $\mu$ as unit of mass, so $E_n=-1/(2n^2)$. Let
$$N=n+\tfrac s2,\qquad \omega=E_{n'}-E_n=\frac{n'^2-n^2}{2n^2n'^2}=\frac{sN}{(nn')^2}.$$
The oscillator strength $f$ is that of absorption $n\to n'$, averaged over the $n^2$ orbital states of the lower level and summed over those of the upper level:
$$f=\frac{2\omega}{3n^2}\,S,\qquad S=\sum_{lm,\,l'm'}|\langle n'l'm'|\mathbf r|nlm\rangle|^2 .$$
Spin doubles both the sum and the number of lower states, and so drops out.

## (a) Reduce $S$ to radial integrals of $1/r^2$.

**Solution.** Let $u_l(r)$ and $v_l(r)$ be the normalized radial functions ($r$ times the radial wave function) of levels $n$ and $n'$. They are real and positive near the origin, and $u_l=0$ for $l\ge n$.

The unit vector $\hat{\mathbf r}$ connects $l$ only to $l\pm1$. Let $w_l$ be the sum of $|\langle l-1,m'|\hat{\mathbf r}|lm\rangle|^2$ over $m,m'$. Since $\hat{\mathbf r}\cdot\hat{\mathbf r}=1$, the sum over all final states is 1 for each $m$, hence $w_l+w_{l+1}=2l+1$. With $w_0=0$ this gives $w_l=l$, and
$$S=\sum_{l\ge1}l\left[\Big(\int v_{l-1}\,r\,u_l\,dr\Big)^2+\Big(\int v_l\,r\,u_{l-1}\,dr\Big)^2\right].$$

Next, $[H,\mathbf r]=-i\mathbf p$ and $[H,\mathbf p]=i\nabla(-1/r)=i\mathbf r/r^3$, so $[H,[H,\mathbf r]]=\mathbf r/r^3$. Between the two levels the double commutator equals $\omega^2$ times the element of $\mathbf r$. The angular factors on both sides are the same, so
$$\omega^4S=\sum_{l\ge1}l\,(P_l^2+Q_l^2),\qquad P_l=\int\frac{v_{l-1}u_l}{r^2}dr,\quad Q_l=\int\frac{v_lu_{l-1}}{r^2}dr .$$

## (b) Find the relations that connect neighbouring $l$.

**Solution.** Define $a_l=\frac{d}{dr}+\frac lr-\frac1l$ and its adjoint $a_l^\dagger=-\frac{d}{dr}+\frac lr-\frac1l$. With $H_l=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac1r$, multiplication gives
$$a_l^\dagger a_l=2H_l+\frac1{l^2},\qquad a_la_l^\dagger=2H_{l-1}+\frac1{l^2}.$$
Therefore $a_lu_l$ is an eigenfunction of $H_{l-1}$ with the same energy, and its squared norm is $A_l^2=1/l^2-1/n^2$. Near the origin $a_l r^{l+1}=(2l+1)r^l>0$, which fixes the sign:
$$a_lu_l=A_lu_{l-1},\qquad a_l^\dagger u_{l-1}=A_lu_l .$$
For $v_l$ the same holds with $A_l'^2=1/l^2-1/n'^2$.

Let $K_l=\int v_lu_l\,dr/r$. Then $A_lK_l=\int v_l\frac1r a_l^\dagger u_{l-1}dr$. Because $-\frac1r g'=-(g/r)'-g/r^2$, the factor $1/r$ can be moved to the right of $a_l^\dagger$ at the cost of $-Q_l$. Letting the operator act to the left on $v_l$ then gives $A_lK_l=A_l'K_{l-1}-Q_l$. Exchanging the two levels turns $Q_l$ into $P_l$. Thus
$$Q_l=A_l'K_{l-1}-A_lK_l,\qquad P_l=A_lK_{l-1}-A_l'K_l. \tag{1}$$

A second relation follows from
$$a_lu_l+a_{l+1}^\dagger u_l=(2l+1)\Big[\frac1r-\frac1{l(l+1)}\Big]u_l=A_lu_{l-1}+A_{l+1}u_{l+1}.$$
Multiply by $v_l$ and integrate. The constant drops out because $\int v_lu_l\,dr=0$. The overlaps on the right follow from $H_l-H_{l-1}=l/r^2$:
$$\omega\int v_lu_{l-1}dr=\int v_l(H_l-H_{l-1})u_{l-1}dr=lQ_l,$$
$$\omega\int v_lu_{l+1}dr=\int v_l(H_l-H_{l+1})u_{l+1}dr=-(l+1)P_{l+1}.$$
So, for $l\ge1$,
$$(2l+1)\,\omega K_l=lA_lQ_l-(l+1)A_{l+1}P_{l+1}.$$
Exchanging the levels changes the sign of $\omega$:
$$-(2l+1)\,\omega K_l=lA'_lP_l-(l+1)A'_{l+1}Q_{l+1}.$$
The sum of the two is
$$l(A_lQ_l+A_l'P_l)=(l+1)(A_{l+1}P_{l+1}+A_{l+1}'Q_{l+1}). \tag{2}$$

## (c) Carry out the sum over $l$ exactly.

**Solution.** Replace one factor in each square by (1):
$$l(P_l^2+Q_l^2)=K_{l-1}\,l(A_lP_l+A_l'Q_l)-K_l\,l(A_l'P_l+A_lQ_l).$$
Call the first term $B_l$. By (2) the second term is $B_{l+1}$, so the sum telescopes. It ends at $l=n$, where $K_n=0$ because $u_n=0$. What remains is
$$\omega^4S=B_1=K_0(A_1P_1+A_1'Q_1).$$

Write $u,v$ for $u_0,v_0$. Since $A_1u_1=a_1^\dagger u$ and $A'_1v_1=a_1^\dagger v$,
$$A_1P_1+A_1'Q_1=\int_0^\infty\Big[-\frac{(uv)'}{r^2}+\frac{2uv}{r^3}-\frac{2uv}{r^2}\Big]dr=u'(0)v'(0)-2\int_0^\infty\frac{uv}{r^2}dr,$$
because the first two terms are $-(uv/r^2)'$, and $uv/r^2\to u'(0)v'(0)$ at the origin.

To remove the boundary term, integrate $(u'v')'$, using $u''=(n^{-2}-2/r)u$ and $v''=(n'^{-2}-2/r)v$. With $D=\int uv'\,dr=-\int u'v\,dr$,
$$-u'(0)v'(0)=-2\int\frac{(uv)'}r\,dr+\Big(\frac1{n^2}-\frac1{n'^2}\Big)D=-2\int\frac{uv}{r^2}dr+2\omega D .$$
Hence $A_1P_1+A_1'Q_1=-2\omega D$, and
$$S=-\frac{2K_0D}{\omega^3}. \tag{3}$$
This holds for any pair $n<n'$. The strength summed over all $l$ is fixed by two integrals between s states.

A case that can be done by hand is $1\to2$. Here $u=2re^{-r}$ and $v=\frac{r}{\sqrt2}(1-\frac r2)e^{-r/2}$, so
$$K_0=\sqrt2\int_0^\infty\Big(r-\frac{r^2}2\Big)e^{-3r/2}dr=\sqrt2\Big(\frac49-\frac8{27}\Big)=\frac{4\sqrt2}{27},$$
$$D=\sqrt2\int_0^\infty r\Big(1-\frac{3r}2+\frac{r^2}4\Big)e^{-3r/2}dr=\sqrt2\Big(\frac49-\frac89+\frac8{27}\Big)=-\frac{4\sqrt2}{27}.$$
With $\omega=3/8$, $S=\frac{64}{729}\cdot\frac{512}{27}=\frac{32768}{19683}$ and $f=S/4=0.4162$. The direct sum of radial integrals gives 0.416197.

## (d) Write $K_0$ and $D$ as angle integrals.

**Solution.** The s functions are $u=2n^{-5/2}r\,e^{-r/n}L^{(1)}_{n-1}(2r/n)$, and the Laguerre generating function is
$$\sum_kL_k^{(1)}(x)t^k=(1-t)^{-2}e^{-xt/(1-t)}.$$
So $u$ is $2n^{-5/2}$ times the coefficient of $t^{n-1}$ in $(1-t)^{-2}re^{-\alpha r}$, where $\alpha=\frac1n\frac{1+t}{1-t}$ and the $n$ in $\alpha$ is held fixed. For $v$ use $t'$ and $\beta=\frac1{n'}\frac{1+t'}{1-t'}$. The integrals needed are
$$\int_0^\infty re^{-(\alpha+\beta)r}dr=\frac1{(\alpha+\beta)^2},$$
$$\int_0^\infty re^{-\alpha r}(re^{-\beta r})'dr=\frac1{(\alpha+\beta)^2}-\frac{2\beta}{(\alpha+\beta)^3}=\frac{\alpha-\beta}{(\alpha+\beta)^3}.$$
Let $\kappa=s/(2N)$ and $q=1-tt'+\kappa(t-t')$. Putting the fractions over a common denominator gives
$$\alpha+\beta=\frac{2Nq}{nn'(1-t)(1-t')},\qquad \alpha-\beta=\frac{2N[\kappa(1-tt')+t-t']}{nn'(1-t)(1-t')}.$$
The factors $(1-t)^{-2}(1-t')^{-2}$ cancel. Let $c(\kappa)$ be the coefficient of $t^{n-1}t'^{\,n'-1}$ in $q^{-2}$. The prefactor is $4(nn')^{-5/2}(nn')^2/(2N)^2$, so
$$K_0=\frac{c}{N^2\sqrt{nn'}} .$$
For $D$, write $\kappa(1-tt')+t-t'=\kappa q+(1-\kappa^2)(t-t')$ and note that $\partial q^{-2}/\partial\kappa=-2(t-t')q^{-3}$. Then
$$D=\frac{1}{N^2\sqrt{nn'}}\Big[\kappa c-\tfrac12(1-\kappa^2)\frac{dc}{d\kappa}\Big]. \tag{4}$$
In this derivative $\kappa$ is a free variable and $n,n'$ stay fixed.

To extract $c$, write $q=(1-\kappa t')-t(t'-\kappa)$. The coefficient of $t^{n-1}$ in $q^{-2}$ is $n(t'-\kappa)^{n-1}(1-\kappa t')^{-n-1}$. The remaining coefficient is a contour integral over the unit circle $t'=e^{i\theta}$, allowed because $|\kappa|<1$:
$$c(\kappa)=\frac n{2\pi}\int_0^{2\pi}e^{-is\theta}(1-\kappa e^{-i\theta})^{n-1}(1-\kappa e^{i\theta})^{-n-1}d\theta .$$

## (e) Expand both elements for large $n$ at fixed $s$, keeping the first correction.

**Solution.** Set $\kappa=x/(2N)$ with $x$ fixed; at the end $x=s$. Expanding the logarithms of the two powers gives
$$2in\kappa\sin\theta+in\kappa^2\sin2\theta+2\kappa\cos\theta+O(N^{-2}).$$
With $n=N-s/2$ this becomes
$$ix\sin\theta+\frac1N\Big[-\frac{isx}2\sin\theta+\frac{ix^2}4\sin2\theta+x\cos\theta\Big]+O(N^{-2}).$$
Define $\langle g\rangle=\frac1{2\pi}\int_0^{2\pi}g\,e^{-is\theta+ix\sin\theta}d\theta$. Then $\langle1\rangle=J_s(x)$ and, by differentiation in $x$, $\langle i\sin\theta\rangle=J_s'(x)$. The other averages follow because a total derivative integrates to zero over a period:

- The derivative of the exponential gives $\langle-is+ix\cos\theta\rangle=0$, so $x\langle\cos\theta\rangle=sJ_s$.
- The derivative of $\sin\theta$ times the exponential gives $\langle\cos\theta-is\sin\theta+ix\sin\theta\cos\theta\rangle=0$, so $x\langle i\sin\theta\cos\theta\rangle=sJ_s'-sJ_s/x$.

As $\sin2\theta=2\sin\theta\cos\theta$, the average of the square bracket is
$$-\frac{sx}2J_s'+\frac x2\Big(sJ_s'-\frac sxJ_s\Big)+sJ_s=\frac s2J_s .$$
Therefore
$$c=\Big(N-\frac s2\Big)\Big(1+\frac s{2N}\Big)J_s(x)+O(N^{-1})=N\big[J_s(x)+O(N^{-2})\big].$$
The first-order term has cancelled for every $x$, not just at $x=s$. The remainder is analytic in $x$ and uniformly small in a fixed disk around $s$, so the expansion may be differentiated: $dc/d\kappa=2N\,dc/dx=2N^2[J_s'(x)+O(N^{-2})]$.

In (4) the term $\kappa c=sJ_s/2$ is smaller than $\frac12dc/d\kappa=N^2J_s'$ by a factor of order $N^{-2}$. Also $\sqrt{nn'}=N[1+O(N^{-2})]$, since $nn'=N^2-s^2/4$. At $x=s$,
$$K_0=\frac{J_s(s)}{N^2}[1+O(N^{-2})],\qquad D=-\frac{J_s'(s)}N[1+O(N^{-2})]. \tag{5}$$

## (f) Obtain $f$ and its first correction.

**Solution.** Equation (3) gives $f=-4K_0D/(3n^2\omega^2)$, and $\omega=\frac{s}{N^3}[1+O(N^{-2})]$. With (5),
$$f=\frac{4J_s(s)J_s'(s)}{3s^2}\,\frac{N^3}{n^2}\,[1+O(N^{-2})].$$
Since $N^3/n^2=n(1+\frac{s}{2n})^3=n\big[1+\frac{3s}{2n}+\frac{3s^2}{4n^2}+\dots\big]$,
$$f=n\,M(s)\Big[1+\frac{3s}{2n}+O(n^{-2})\Big],\qquad M(s)=\frac{4J_s(s)J_s'(s)}{3s^2}. \tag{6}$$
This is an asymptotic law for fixed $s$, not an identity. The correction has a simple origin. The combination $n^2f$ depends on the two levels through their midpoint $N$, up to relative order $N^{-2}$; dividing by the number $n^2$ of lower states makes the result lopsided.

The values are $M(1)=\frac43(0.440051)(0.325147)=0.1908$, $M(2)=0.02633$ and $M(3)=0.00811$. For large $n$ the α line is thus about seven times as strong in absorption as the β line from the same level, since $M(1)/M(2)=7.2$. The correction factor in (6) lowers the ratio at smaller $n$, to about 6.4 at $n=10$.

The law requires $s\ll n$, because the expansion in (e) kept $s$ fixed. For $n=1$, $s=1$ it gives 0.477 against the direct 0.416, an error of 15% of the direct value. At $n=10$ the error is 0.18%, and at $n=30$ it is 0.020%. Tripling $n$ reduces it about ninefold, as a remainder of order $n^{-2}$ should.

## (g) Recover the leading term from classical orbits.

**Solution.** A Kepler ellipse with semi-major axis $a$ and eccentricity $e$ has $x=a(\cos\eta-e)$ and $y=a\sqrt{1-e^2}\sin\eta$, with orbital phase $\tau=\eta-e\sin\eta$. Its Fourier components are $\frac1{2\pi}\int(x,y)e^{-is\tau}d\tau$. Integrating by parts and using the averages of (e) with argument $se$,
$$x_s=\frac1{2\pi is}\int_0^{2\pi}(-a\sin\eta)e^{-is\tau}d\eta=\frac as J_s'(se),$$
$$y_s=\frac{a\sqrt{1-e^2}}{2\pi is}\int_0^{2\pi}\cos\eta\,e^{-is\tau}d\eta=\frac{a\sqrt{1-e^2}}{ise}J_s(se).$$
Level $n$ has $a=n^2$ and angular momentum $l\approx n\sqrt{1-e^2}$. The statistical weight $2l\,dl/n^2$ is then uniform in $e^2$. With $z=se$, the averaged square is
$$\overline{|\mathbf r_s|^2}=\frac{2a^2}{s^4}\int_0^sz\Big[J_s'^2(z)+\Big(\frac{s^2}{z^2}-1\Big)J_s^2(z)\Big]dz .$$
Bessel's equation, $(zJ_s')'=-(z-s^2/z)J_s$, makes the integrand the derivative of $zJ_sJ_s'$. Hence
$$\overline{|\mathbf r_s|^2}=\frac{2n^4J_s(s)J_s'(s)}{s^3}.$$
The correspondence principle identifies this with $S/n^2$ at leading order. Then $f=\frac23\frac s{n^3}\overline{|\mathbf r_s|^2}=nM(s)$, in agreement with (6). The total derivative plays the part of the telescoping sum in (c). It leaves the end point $e=1$, the radial orbit, just as the quantum sum leaves the s states.

This argument alone does not fix the relative order $1/n$. Putting $n$, $n'$ or $N$ into both the orbit size and the frequency gives $f=nM$, $n'M$ or $NM$, with first corrections $0$, $s/n$ or $s/(2n)$. None of these is the $3s/(2n)$ of (6). By (3) and (5), $S$ is $N^2$ times the classical average for a level $N$, up to relative order $N^{-2}$. The number of states in the sum is thus also taken at the midpoint, while the average over the lower level divides by $n^2$. The extra factor $N^2/n^2$ supplies the missing $s/n$. Parts (b) to (e) were needed to establish this.

## (h) Evaluate the strength and frequency of H109α.

**Solution.** Here $n=109$, $n'=110$, $N=109.5$ and $s=1$. The leading term is
$$nM(1)=109\times0.190775=20.794 .$$
The correction factor is $1+1.5/109=1.01376$, so (6) gives $f=21.081$. The sum over all radial integrals gives $21.0803$. Relative to this value, the leading term is 1.4% too small and the first-order law is $1.5\times10^{-5}$ too large.

The unexpanded form $MN^3/n^2=21.0819$ is less accurate, with a relative error of $7.7\times10^{-5}$. The numbers show why. Relative to their limiting forms, $K_0$ is larger by $1.2\times10^{-5}$, $|D|$ is smaller by $0.6\times10^{-5}$, and $\omega^{-2}$ is smaller by $8.3\times10^{-5}$. Together they put the true $f$ about $7.7\times10^{-5}$ below the midpoint form. Truncating $N^3/n^2$ after first order happens to omit $3/(4n^2)=6.3\times10^{-5}$, which offsets most of this deficit.

The frequency follows from
$$\omega=\frac12\Big(\frac1{109^2}-\frac1{110^2}\Big)=\frac{219}{2\times11881\times12100}=7.61686\times10^{-7}\ \text{hartree}.$$
With an infinitely heavy nucleus this corresponds to 5.01165 GHz. The unit of energy used here is proportional to $\mu=m_e/(1+m_e/m_p)$, so for hydrogen
$$\nu=\frac{5.01165\ \text{GHz}}{1+1/1836.1527}=5.00892\ \text{GHz}.$$
H109α therefore lies at 5.009 GHz. The motion of the proton lowers it by 2.73 MHz; without that shift the line would be placed at 5.012 GHz.

The reduced mass also enters the convention for $f$. In ordinary units $f$ contains the product of a reference mass, $\omega$ and $|\mathbf r|^2$. The values above take $\mu$ as that mass. Taking $m_e$ instead multiplies them by $1+m_e/m_p$, a change of $5\times10^{-4}$, which exceeds the error of the first-order law at this $n$.

The frequency is that of an atom at rest in the stated model. Fine structure, the Lamb shift, external fields and Doppler shifts are left out. The numerical output below gives the full set of values.

## Computed results

```
s=1: J_s(s) = 0.440051, J_s'(s) = 0.325147, M(s) = 0.190775
s=2: J_s(s) = 0.352834, J_s'(s) = 0.223891, M(s) = 0.026332
s=3: J_s(s) = 0.309063, J_s'(s) = 0.177029, M(s) = 0.008106
s=1: first-order coefficient from direct f = 1.50010
s=2: first-order coefficient from direct f = 1.50035
s=3: first-order coefficient from direct f = 1.50073
s=1: classical mean |r_s|^2 / a^2 = 0.286162
s=2: classical mean |r_s|^2 / a^2 = 0.019749
s=3: classical mean |r_s|^2 / a^2 = 0.004053
H109alpha: lower n = 109, upper n' = 110, midpoint N = 109.5
transition energy omega = 7.616856e-07 hartree
midpoint estimate s/N^3 = 7.616539e-07 hartree
K0 = 3.670115e-05 a.u., Bessel limit = 3.670070e-05 a.u.
D = -2.969362e-03 a.u., Bessel limit = -2.969380e-03 a.u.
S from all radial integrals = 4.932256e+11 a.u.
S from -2 K0 D/omega^3 = 4.932256e+11 a.u.
f from all radial integrals = 21.080316
f leading, n M = 20.794464, relative error = -1.356e-02
f first order = 21.080626, relative error = 1.473e-05
f midpoint, M N^3/n^2 = 21.081941, relative error = 7.710e-05
n=1, s=1: f = 0.416197, first order = 0.476937, rel. error = 1.46e-01, midpoint error = 5.47e-01
n=5, s=1: f = 1.231237, first order = 1.240037, rel. error = 7.15e-03, midpoint error = 3.12e-02
n=10, s=1: f = 2.189998, first order = 2.193911, rel. error = 1.79e-03, midpoint error = 8.43e-03
n=30, s=1: f = 6.008231, first order = 6.009409, rel. error = 1.96e-04, midpoint error = 9.94e-04
n=109, s=1: f = 21.080316, first order = 21.080626, rel. error = 1.47e-05, midpoint error = 7.71e-05
proton-electron mass ratio = 1836.1527
frequency with infinite nuclear mass = 5.01165 GHz
frequency of H109alpha with proton mass = 5.00892 GHz
shift from nuclear motion = -2.7279 MHz
```
